# Nonanalytic Dynamical Matrix of Long-Wavelength Polar Phonons

An insulating crystal has cell volume $\Omega$ and ions $i$ with masses $M_i$ at positions $\mathbf r_i$. A phonon displaces them by $\mathbf u_i e^{i\mathbf q\cdot\mathbf r_i-i\omega t}$, with the phase taken at the true ion position. The motion is harmonic, the electrons follow it adiabatically, and there are no free carriers. The wavelength is long compared with the lattice constant $a$ but short compared with that of light at the same frequency: $\omega/c\ll q\ll 1/a$. Formulas are in Hartree atomic units, so Gauss's law carries a factor $4\pi$. Greek indices are Cartesian, repeated ones are summed, and $\hat{\mathbf q}=\mathbf q/q$.

The parts below find how the dynamical matrix behaves as $q\to0$ and what this does to the infrared modes.

## (a) Which part of the Coulomb interaction is irregular at $q=0$?

*Dipoles $\mathbf d\,e^{i\mathbf q\cdot\mathbf r}$ sit on one sublattice, at the points $\mathbf R+\boldsymbol\tau$. Find the Fourier components of their field and isolate those without a unique limit.*

**Solution.** The polarization density is

$$\mathbf P(\mathbf r)=\mathbf d\,e^{i\mathbf q\cdot\mathbf r}\sum_{\mathbf R}\delta(\mathbf r-\mathbf R-\boldsymbol\tau)
=\frac{\mathbf d}{\Omega}\sum_{\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}e^{-i\mathbf G\cdot\boldsymbol\tau},$$

because a periodic array of delta functions has Fourier coefficients $e^{-i\mathbf G\cdot\boldsymbol\tau}/\Omega$. Write $\mathbf K=\mathbf q+\mathbf G$. The electrostatic field is a gradient, so $\mathbf E_{\mathbf K}$ is parallel to $\mathbf K$. Gauss's law with charge density $-\nabla\cdot\mathbf P$ reads $i\mathbf K\cdot\mathbf E_{\mathbf K}=-4\pi i\mathbf K\cdot\mathbf P_{\mathbf K}$. Hence

$$\mathbf E_{\mathbf K}=-4\pi\frac{\mathbf K(\mathbf K\cdot\mathbf P_{\mathbf K})}{K^2}.$$

For $\mathbf G\neq0$ the denominator stays away from zero as $q\to0$, and the term is regular. For $\mathbf G=0$ the field is

$$\mathbf E=-\frac{4\pi}{\Omega}\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf d).$$

It stays finite, but its limit depends on the direction of approach.

The infinite sum over $\mathbf G$ does not spoil this. Split $1/r$ into a smooth part, which multiplies each Fourier term by $e^{-K^2/4\eta^2}$, and a remainder that decays rapidly in real space. The remainder is a convergent sum of factors $e^{i\mathbf q\cdot\mathbf r}$ and is regular. In the $\mathbf G=0$ term the factor changes $q_\alpha q_\beta/q^2$ by $q_\alpha q_\beta(e^{-q^2/4\eta^2}-1)/q^2$, whose power series in $\mathbf q$ is regular too.

The $\mathbf G=0$ component is the macroscopic field, the average over a region large compared with the cell and small compared with the wavelength. If it is held fixed, the remaining interactions are regular. In an insulator the electronic response to them is taken to be regular as well; this is where the gap enters.

## (b) How do a displacement and a macroscopic field act together?

*Write the energy per cell to second order in the displacements and the macroscopic field $\mathbf E$, with the electrons relaxed. Obtain the polarization and the forces.*

**Solution.** Define the Born tensor at zero macroscopic field and the electronic permittivity at clamped ions by

$$Z^*_{i,\gamma\alpha}=\Omega\left.\frac{\partial P_\gamma}{\partial u_{i\alpha}}\right|_{\mathbf E=0},\qquad
\varepsilon^\infty_{\gamma\delta}=\delta_{\gamma\delta}+4\pi\left.\frac{\partial P_\gamma}{\partial E_\delta}\right|_{\mathbf u=0}.$$

The first index of $Z^*$ belongs to the polarization, the second to the displacement. Here $\mathbf P$ is the change from the equilibrium polarization, and linear terms in $\mathbf u$ vanish at equilibrium. The electric enthalpy, whose negative field derivative is $\Omega\mathbf P$, is then

$$F=\tfrac12 u_{i\alpha}C^0_{i\alpha,j\beta}u_{j\beta}-E_\gamma Z^*_{i,\gamma\alpha}u_{i\alpha}-\frac{\Omega}{8\pi}E_\gamma(\varepsilon^\infty_{\gamma\delta}-\delta_{\gamma\delta})E_\delta .$$

The matrix $C^0$ contains the force constants at $\mathbf E=0$. Differentiation gives

$$\Omega P_\gamma=-\frac{\partial F}{\partial E_\gamma}=Z^*_{i,\gamma\alpha}u_{i\alpha}+\frac{\Omega}{4\pi}(\varepsilon^\infty_{\gamma\delta}-\delta_{\gamma\delta})E_\delta,$$

$$f_{i\alpha}=-\frac{\partial F}{\partial u_{i\alpha}}=-C^0_{i\alpha,j\beta}u_{j\beta}+E_\gamma Z^*_{i,\gamma\alpha}.$$

The same mixed derivative appears in both, so the tensor that measures polarization per displacement also measures force per field. For a long wave these relations hold between the local amplitudes, with corrections of relative order $qa$.

## (c) What macroscopic field does the phonon carry?

**Solution.** For $q\gg\omega/c$ retardation is negligible and $\nabla\times\mathbf E=0$. Hence $\mathbf E=\hat{\mathbf q}E$. Without free charge, $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$, or $\hat{\mathbf q}\cdot(\mathbf E+4\pi\mathbf P)=0$. Inserting the polarization from (b),

$$E+\frac{4\pi}{\Omega}\hat q_\gamma Z^*_{j,\gamma\beta}u_{j\beta}+\hat q_\gamma(\varepsilon^\infty_{\gamma\delta}-\delta_{\gamma\delta})\hat q_\delta E=0 .$$

Since $\hat q_\gamma\hat q_\gamma=1$, the first term cancels the contribution of $-\delta_{\gamma\delta}$, leaving

$$\mathbf E=-\frac{4\pi}{\Omega}\,\hat{\mathbf q}\,\frac{\sum_j(\hat{\mathbf q}\cdot Z^*_j)_\beta u_{j\beta}}{\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}},\qquad(\hat{\mathbf q}\cdot Z^*_j)_\beta=\hat q_\gamma Z^*_{j,\gamma\beta}.$$

The bare field of the ionic motion is divided by the electronic permittivity along $\hat{\mathbf q}$.

## (d) What is the dynamical matrix as $q\to0$?

**Solution.** Newton's equation is $-M_i\omega^2u_{i\alpha}=f_{i\alpha}$. With the field from (c),

$$M_i\omega^2u_{i\alpha}=\left[C^0_{i\alpha,j\beta}+\frac{4\pi}{\Omega}\frac{(\hat{\mathbf q}\cdot Z^*_i)_\alpha(\hat{\mathbf q}\cdot Z^*_j)_\beta}{\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}}\right]u_{j\beta}.$$

The minus sign of the field has met the minus sign of its force term, so the added term is a stiffness. Put $u_{i\alpha}=e_{i\alpha}/\sqrt{M_i}$ and divide by $\sqrt{M_i}$. Then $\omega^2e=De$ with

$$\boxed{D_{i\alpha,j\beta}=D^0_{i\alpha,j\beta}+\frac{4\pi}{\Omega\sqrt{M_iM_j}}\frac{(\hat{\mathbf q}\cdot Z^*_i)_\alpha(\hat{\mathbf q}\cdot Z^*_j)_\beta}{\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}}}$$

and $D^0_{i\alpha,j\beta}=C^0_{i\alpha,j\beta}/\sqrt{M_iM_j}$. The matrix does not diverge. It is nonanalytic because different directions of approach give different limits.

**A film as a second case.** Let a film of thickness $d\gg a$ stand in vacuum, with $\mathbf q$ and $\mathbf P$ along $x$ in its plane and $qd\ll1$. Its charge per area is $\sigma=-iqPd$. The potential in the film is $2\pi\sigma/q$, since a potential decaying as $e^{-q|z|}$ must have a slope jump of $4\pi\sigma$. Therefore

$$E_x=-iq\,\frac{2\pi}{q}(-iqPd)=-2\pi qd\,P,$$

in place of the bulk value $-4\pi P$. The in-plane term vanishes linearly with $qd$. For uniform motion normal to the film, $D_z=E_z+4\pi P_z$ is continuous and zero outside, so $E_z=-4\pi P_z$ and the bulk term with $\hat{\mathbf q}=\hat{\mathbf z}$ survives.

## (e) Which frequencies move, and which way?

**Solution.** Define

$$v_{i\alpha}=\frac{(\hat{\mathbf q}\cdot Z^*_i)_\alpha}{\sqrt{M_i}},\qquad c_q=\frac{4\pi}{\Omega\,\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}}>0,\qquad D=D^0+c_q\,vv^T .$$

A rigid translation of the neutral crystal changes neither its polarization nor its energy. Thus $\sum_iZ^*_i=0$ and $\sum_jC^0_{i\alpha,j\beta}=0$. For $e_{i\alpha}=\sqrt{M_i}\,t_\alpha$ both terms of $De$ vanish, and three zero modes survive for every direction.

Let $D^0$ have eigenvectors $e_m$ and eigenvalues $\omega_m^2$. A mode with $v\cdot e\neq0$ obeys $(D^0-\omega^2)e=-c_qv(v\cdot e)$. Invert the bracket, multiply by $v^T$ and divide by $v\cdot e$:

$$g(\omega^2)\equiv1+c_q\sum_m\frac{s_m}{\omega_m^2-\omega^2}=0,\qquad s_m=(v\cdot e_m)^2 .$$

For a degenerate level choose the basis so that one vector carries all its coupling. Modes with $s_m=0$ keep their frequency.

Take $x=\omega^2$. Between poles $g$ increases, since $dg/dx=c_q\sum_ms_m/(\omega_m^2-x)^2>0$. Below the lowest coupled pole $g>1$, so there is no root. Between neighbouring coupled poles $g$ rises from $-\infty$ to $+\infty$ and has one root. Above the highest it rises from $-\infty$ to $1$ and has one more. The macroscopic field lowers no frequency, and it lifts each coupled one no further than the next coupled level, except for the highest, which has no such ceiling.

## (f) How is this connected with infrared response?

*Find $\varepsilon(\omega)$ and relate the shifted frequencies to the static permittivity.*

**Solution.** Give each zero-field mode the charge vector

$$\bar Z_{m,\gamma}=\sum_iZ^*_{i,\gamma\alpha}\frac{e_{m,i\alpha}}{\sqrt{M_i}},\qquad\text{so that}\qquad s_m=(\hat{\mathbf q}\cdot\bar{\mathbf Z}_m)^2 .$$

In a uniform field of frequency $\omega$ the mode amplitude $A_m$ obeys $(\omega_m^2-\omega^2)A_m=\mathbf E\cdot\bar{\mathbf Z}_m$. The ionic part of $\Omega\mathbf P$ is $\sum_m\bar{\mathbf Z}_mA_m$. Adding the electronic part,

$$\varepsilon_{\gamma\delta}(\omega)=\varepsilon^\infty_{\gamma\delta}+\frac{4\pi}{\Omega}\sum_m\frac{\bar Z_{m,\gamma}\bar Z_{m,\delta}}{\omega_m^2-\omega^2}.$$

Projecting on $\hat{\mathbf q}$ and dividing by $\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}$ reproduces $g$:

$$g(\omega^2)=\frac{\hat{\mathbf q}\cdot\varepsilon(\omega)\cdot\hat{\mathbf q}}{\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}}.$$

The coupled modes are the zeros of the permittivity along $\hat{\mathbf q}$. Call them $\omega_k(\hat{\mathbf q})$. The function $g$ is rational in $\omega^2$, with these zeros, the poles $\omega_m^2$, and the limit 1 at large $\omega^2$. There are as many zeros as poles, so

$$g(\omega^2)=\frac{\prod_k[\omega_k^2(\hat{\mathbf q})-\omega^2]}{\prod_m[\omega_m^2-\omega^2]}.$$

At $\omega=0$, with $\varepsilon^0=\varepsilon(0)$ the static permittivity at fixed cell shape, this is the directional Lyddane–Sachs–Teller relation

$$\frac{\prod_k\omega_k^2(\hat{\mathbf q})}{\prod_m\omega_m^2}=\frac{\hat{\mathbf q}\cdot\varepsilon^0\cdot\hat{\mathbf q}}{\hat{\mathbf q}\cdot\varepsilon^\infty\cdot\hat{\mathbf q}}.$$

The products may run over all optical modes, because uncoupled ones cancel. Translations have $\bar{\mathbf Z}=0$ and drop out. The zero-field optical modes must be stable, $\omega_m^2>0$. In a piezoelectric crystal a static field can also strain the cell, so a permittivity measured at constant stress contains an extra part and must not be used here.

## (g) Does a microscopic calculation give the same limit?

*Test the result on a crystal without helpful symmetry.*

**Solution.** Take three polarizable point ions with charges $2$, $-0.8$, $-1.2\,e$, polarizabilities $5$, $15$, $20$ bohr³ and masses $2\times10^4$, $3\times10^4$, $5\times10^4$ electron masses. The lattice vectors are $(7.5,0,0)$, $(1,8,0)$, $(0.5,1.2,9)$ bohr. The ions lie at fractional positions $(0,0,0)$, $(0.45,0.5,0.2)$, $(0.55,0.4,0.7)$. Isotropic springs of strength $0.08\,e^{-(r-5)}$ hartree/bohr², with $r$ in bohr, join all pairs. Linear short-range terms balance the static forces and dipoles of the reference lattice. The test concerns the limit $q\to0$, where the optical modes are stable; stability at other wavevectors is neither needed nor claimed.

The full matrix at finite $q$ was computed from lattice sums and induced dipoles, and compared with $D^0$ plus the boxed term for $\mathbf q$ along $x$, $y$, $z$ and $(1,1,1)$. At $q=10^{-4}$ bohr⁻¹ the largest difference, relative to the norm of the nonanalytic term, is $9.4\times10^{-4}$. It halves with $q$. Removing the linear part by combining $q$ and $q/2$ leaves $2.8\times10^{-7}$.

The ingredients matter. The Born tensor of the first ion has $Z^*_{xx}=3.03\,e$, against an ionic charge of $2\,e$, and is not symmetric: $Z^*_{xz}=0.26\,e$ but $Z^*_{zx}=0.86\,e$. Along $(1,1,1)$, bare charges give a relative error of 68 %, transposed Born tensors 41 %, and omitted electronic screening 239 %. If the Coulomb interaction is replaced by $e^{-0.3r}/r$, the difference between $D$ for $\mathbf q$ along $x$ and along $z$, at the same small $q$, falls to $3\times10^{-4}$ of its Coulomb value. The direction dependence thus comes from the long range of the interaction.

The optical wavenumbers, in cm⁻¹, are:

| Case | Modes |
|---|---|
| $D^0$ | 700.0, 819.9, 852.8, 869.5, 965.3, 1012.2 |
| $x$ | 751.2, 836.8, 858.5, 884.6, 1012.1, 1053.7 |
| $z$ | 746.3, 823.8, 862.7, 887.9, 965.4, 1023.6 |

Each mode except the highest lies between its zero-field value and the next one, and the highest lies above its own zero-field value, as (e) requires. Along $x$ the fifth mode stops just below the zero-field level at 1012.2 cm⁻¹, still within its bound. The product of squared frequency ratios for $x$ is

$$1.152\times1.042\times1.013\times1.035\times1.099\times1.084=1.50,$$

in agreement with the separately computed $\varepsilon^0_{xx}/\varepsilon^\infty_{xx}=1.499$. Along $z$ the permittivity ratio is 1.252.

## (h) What are the sizes in a cubic salt?

*Specialize to two ions per cubic cell, and evaluate a model in the regime of sodium iodide.*

**Solution.** Cubic site symmetry and the sum rule give $Z^*_1=Z^*\mathbf 1$ and $Z^*_2=-Z^*\mathbf 1$. With reduced mass $\mu$, the optical eigenvector along a unit vector $\mathbf t$ is $\sqrt\mu\,(\mathbf t/\sqrt{M_1},-\mathbf t/\sqrt{M_2})$. It is normalized because $\mu(1/M_1+1/M_2)=1$. Its charge vector is $Z^*\mathbf t\sqrt\mu(1/M_1+1/M_2)=Z^*\mathbf t/\sqrt\mu$. Transverse modes have $\hat{\mathbf q}\cdot\mathbf t=0$ and do not move. For $\mathbf t=\hat{\mathbf q}$, setting $g=0$ gives

$$\omega_{LO}^2=\omega_{TO}^2+\frac{4\pi Z^{*2}}{\Omega\mu\varepsilon^\infty}.$$

The rough inputs are a lattice constant of 0.647 nm, ionic charges $\pm0.75\,e$, polarizability volumes 0.0002 and 0.0063 nm³, and an isotropic nearest-neighbour spring of 5.0 N/m. The cell volume is $\Omega=0.06771$ nm³ and $\mu=19.464$ u.

In this cubic lattice the local field at each ion is $\mathbf E+4\pi\mathbf P/3$. With total polarizability $\alpha=0.0065$ nm³, the electronic response obeys $(\varepsilon^\infty-1)/(\varepsilon^\infty+2)=4\pi\alpha/3\Omega=0.402$, so $\varepsilon^\infty=3.02$. At $\mathbf E=0$, a relative displacement $u$ of the sublattices gives $\Omega P=0.75u+\alpha\,4\pi P/3$. Hence

$$Z^*=\frac{0.75}{1-4\pi\alpha/3\Omega}=0.75\,\frac{\varepsilon^\infty+2}{3}=1.25\ (e).$$

The six springs supply 30.0 N/m. The local field at $\mathbf E=0$ removes $4\pi(0.75)Z^*/3\Omega=13.4$ N/m, leaving 16.6 N/m. Dividing by $\mu$ gives a TO mode at 120 cm⁻¹ (14.9 meV). The macroscopic field adds $4\pi Z^{*2}/(\Omega\varepsilon^\infty)=22.3$ N/m, and the LO mode lies at

$$120.2\,\sqrt{1+22.3/16.6}\approx184\ \text{cm}^{-1}\quad(22.8\ \text{meV}).$$

The squared ratio, 2.35, equals $\varepsilon^0/\varepsilon^\infty=7.08/3.02$. A relative displacement of 1 pm along $\mathbf q$ produces a field of 1.11 MV/cm.

The LO frequency is the same for every $\hat{\mathbf q}$, but the matrix is not. In the Na–Na block, $[001]$ gives 22.3 N/m in the $zz$ element alone; $[110]$ gives 11.2 N/m in each of $xx$, $yy$, $xy$ and $yx$. The stiffness turns with the wavevector.

**Beside the real material.** Sodium iodide has TO and LO modes roughly near 120 and 180 cm⁻¹. The inputs were chosen for this regime, so the agreement is no prediction. They serve only for the long-wave optical modes. The acoustic branches are unrealistic even at small $q$: along $[001]$ the Coulomb part nearly cancels the spring for longitudinal motion, leaving that branch far softer than the transverse ones, the reverse of the real crystal. With this single isotropic spring the lowest branch has $\omega^2<0$ over a large part of the zone, so the model must not be used for a full phonon spectrum or for thermal averages. The largest neglected bulk effect sized here is thermal expansion. An assumed linear expansion of 1 %, with the spring softened to 4.56 N/m (assuming that it decays exponentially with ion spacing over a range of 0.035 nm) and charges and polarizabilities held fixed, lowers TO to 113 and LO to 177 cm⁻¹. A single harmonic oscillator with the reduced mass and the TO frequency has an rms displacement at 300 K of 5 % of the ion spacing per axis. This sets a scale for the optical motion and is not the full relative displacement of neighbouring ions. Anharmonic damping should also be expected. At $q=0.1(2\pi/a)$ along $[001]$ both modes are lower by about 0.6 % or less. At one tenth of that $q$, retardation changes TO by about one part in a million; it becomes important near $2\times10^{-4}$ nm⁻¹. The squared ratio of LO energy to a rough 6 eV gap is $1.4\times10^{-5}$, which supports adiabatic electrons.

Thin dielectric layers break the bulk assumption far more strongly. For the in-plane wave of (d), with the film in vacuum, the added stiffness is the bulk one times $\varepsilon^\infty qd/2$ to leading order. Between media of constant permittivities $\varepsilon_1$ and $\varepsilon_2$ the slope jump in (d) is weighted by them, and the factor becomes the smaller $\varepsilon^\infty qd/(\varepsilon_1+\varepsilon_2)$; a film on a substrate therefore lies closer to TO than the vacuum value that follows. At $qd=0.1$ in vacuum the leading-order factor is 0.15, a slight overestimate, and the longitudinal mode of a free-standing film falls from 184 to roughly 130 cm⁻¹. This film value is an estimate from (d); the computed bulk values are in the numerical output below.

## Values computed for the example and the checks

```
LOW-SYMMETRY MODEL CRYSTAL (round parameters)
cell volume = 540.0 bohr^3
Ewald minus direct sum, in units 4pi/Omega = 1.1e-04
Born tensor of ion 1, row x (e) = [ 3.0328 -0.556   0.2574]
Born tensor of ion 1, row y (e) = [-0.3952  2.9785 -0.3755]
Born tensor of ion 1, row z (e) = [ 0.8604 -1.2801  2.5375]
eps_inf, row x = [ 2.1213 -0.042   0.2829]
eps_inf, row y = [-0.042   2.0806  0.2375]
eps_inf, row z = [0.2829 0.2375 4.9973]
largest element of the sum of Born tensors = 1.8e-15 e
zero-field optical modes (cm^-1) = [ 700.   819.9  852.8  869.5  965.3 1012.2]
q along x: modes (cm^-1) = [ 751.2  836.8  858.5  884.6 1012.1 1053.7] eps0/eps_inf = 1.4991
q along y: modes (cm^-1) = [ 754.8  824.9  854.6  921.9 1008.5 1032.2] eps0/eps_inf = 1.5082
q along z: modes (cm^-1) = [ 746.3  823.8  862.7  887.9  965.4 1023.6] eps0/eps_inf = 1.2521
q along 111: modes (cm^-1) = [ 721.4  823.1  856.4  882.6  992.8 1027. ] eps0/eps_inf = 1.2107
relative error of limit at q = 0.0001 bohr^-1: 9.4e-04
same after removing the part linear in q: 2.8e-07
relative error of macroscopic field: 2.7e-04
largest |n.eps(omega).n| at the modes: 2.0e-12
relative error of directional LST relation: 1.6e-15
relative error with bare ionic charges: 0.6763
relative error with no electronic screening: 2.3853
relative error with transposed Born tensors: 0.4144
x-z difference of D, Yukawa over Coulomb = 3.2e-04
SODIUM IODIDE REGIME (rough inputs)
lattice constant = 0.647 nm, ionic charge = 0.75 e, spring = 5.0 N/m
polarizability volumes Na, I = 0.0002, 0.0063 nm^3
masses Na, I = 22.990, 126.904 u; reduced = 19.464 u
cell volume = 0.06771 nm^3
eps_inf = 3.0177, Born charge = 1.2544 e, eps_static = 7.0833
TO = 120.21 cm^-1, LO = 184.18 cm^-1
TO = 14.90 meV, LO = 22.83 meV
Na-Na nonanalytic constants [001] (N/m): xx = 0.000, xy = 0.000, zz = 22.327
Na-Na nonanalytic constants [110] (N/m): xx = 11.164, xy = 11.164, zz = 0.000
field for 1 pm relative displacement along q = 1.1109 MV/cm
linear expansion 1 %, repulsion range 0.035 nm: spring = 4.559 N/m
after expansion TO = 112.72, LO = 177.43 cm^-1
rms relative displacement per axis at 300 K = 0.0160 nm = 4.95 % of ion spacing
q = 0.01 (2pi/a) along [001]: LO = 184.166, TO = 120.205 cm^-1
q = 0.1 (2pi/a) along [001]: LO = 183.209, TO = 119.440 cm^-1
light-line wavenumber sqrt(eps_static) omega_TO/c = 2.01e-04 nm^-1
q = 0.01 (2pi/a) = 0.0971 nm^-1; retardation lowers TO by 1.2e-06 (relative)
(LO energy / gap)^2 for a rough gap of 6.0 eV = 1.4e-05
```
